**ROHF canonicalization and second-order energies of the nitrogen atom**

The program compares effective ROHF Fock matrices whose closed, open and virtual diagonal blocks are $A F^\alpha+B F^\beta$, where $F^\alpha$ and $F^\beta$ are the spin Fock matrices and $A$, $B$ are free coefficients. It asserts that all five coefficient sets rebuild the same ROHF energy, while the naive MP2 doubles energies of the four normalized sets differ by more than 0.001 hartree. The orbital gradient is tested against finite differences, and the frozen-orbital removal and attachment energies against direct energy differences. The semicanonical energy and the mean-Fock energy with singles are tested against a solution of the first-order equation in the full determinant space, using randomly rotated orbitals. Further assertions cover the spin purity of the first-order functions and the agreement of full CI between two orbital sets. In 6-311G the naive energies spread over 0.0154 hartree, whereas the semicanonical energy, −0.0501 hartree, is the same for all sets to within 1e-9 hartree. In cc-pVTZ the naive spread is 0.0384 hartree.

## Numerical verification

```python
"""
Result under test: a high-spin ROHF determinant fixes its closed (C), open (O)
and virtual (V) spaces, but not its orbital energies. Effective Fock matrices
with diagonal blocks A*Fa + B*Fb give the same ROHF energy for any A, B, while
MP2 sums built on their eigenvalues change. Semicanonical second-order theory,
which diagonalizes the occupied and virtual blocks of Fa and Fb separately,
depends on the determinant only.
Fa, Fb: alpha and beta Fock matrices; Pa, Pb: spin densities; energies in
hartree. System: nitrogen atom, quartet, 5 alpha and 2 beta electrons.
"""
import numpy as np
from scipy.linalg import expm, block_diag
from scipy.constants import physical_constants
from pyscf import gto, scf, fci, lib
from pyscf.fci import cistring, direct_spin1, direct_uhf, spin_op

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
NA, NB = 5, 2
NELEC = (NA, NB)
rng = np.random.default_rng(7)

# (A, B) for the closed, open and virtual diagonal blocks
SETS = {
    "mean": ((0.5, 0.5), (0.5, 0.5), (0.5, 0.5)),
    "frozen-ion": ((0.0, 1.0), (1.0, 0.0), (1.0, 0.0)),
    "Roothaan-type": ((-0.5, 1.5), (0.5, 0.5), (1.5, -0.5)),
    "mixed": ((0.5, 0.5), (1.0, 0.0), (0.0, 1.0)),
    "doubled mean": ((1.0, 1.0), (1.0, 1.0), (1.0, 1.0)),
}


class Atom:
    """Integrals, ROHF solution and Fock matrices in one basis set."""

    def __init__(self, basis):
        mol = gto.M(atom="N 0 0 0", basis=basis, spin=3, verbose=0)
        mf = scf.ROHF(mol)
        mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-7, 200
        mf.kernel()
        assert mf.converged
        self.h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
        self.eri = mol.intor("int2e")
        order = np.argsort(-mf.mo_occ, kind="stable")
        self.C = mf.mo_coeff[:, order]
        self.n = self.C.shape[1]
        self.Pa, self.Pb = self.densities(self.C)
        self.Fa, self.Fb = self.focks(self.Pa, self.Pb)
        self.E = self.energy(self.Pa, self.Pb)
        assert abs(self.E - mf.e_tot) < 1e-9

    def densities(self, C):
        return C[:, :NA] @ C[:, :NA].T, C[:, :NB] @ C[:, :NB].T

    def focks(self, Pa, Pb):
        J = np.einsum("pqrs,rs->pq", self.eri, Pa + Pb)
        Ka = np.einsum("prqs,rs->pq", self.eri, Pa)
        Kb = np.einsum("prqs,rs->pq", self.eri, Pb)
        return self.h + J - Ka, self.h + J - Kb

    def energy(self, Pa, Pb):
        Fa, Fb = self.focks(Pa, Pb)
        return 0.5 * np.sum(Pa * (self.h + Fa) + Pb * (self.h + Fb))

    def canonicalize(self, coefficients):
        """Diagonalize the whole effective Fock matrix, couplings included."""
        fa = self.C.T @ self.Fa @ self.C
        fb = self.C.T @ self.Fb @ self.C
        spaces = [slice(0, NB), slice(NB, NA), slice(NA, self.n)]
        c, o, v = spaces
        R = np.zeros_like(fa)
        for s, (A, B) in zip(spaces, coefficients):
            R[s, s] = A * fa[s, s] + B * fb[s, s]
        R[c, o], R[o, v] = fb[c, o], fa[o, v]
        R[c, v] = 0.5 * (fa + fb)[c, v]
        R[o, c], R[v, o], R[v, c] = R[c, o].T, R[o, v].T, R[c, v].T
        eps, U = np.linalg.eigh(R)
        weight = np.array([np.sum(U[s] ** 2, axis=0) for s in spaces])
        label = np.argmax(weight, axis=0)
        assert np.min(np.max(weight, axis=0)) > 1 - 1e-6
        assert list(np.bincount(label)) == [NB, NA - NB, self.n - NA]
        order = np.lexsort((eps, label))
        return eps[order], self.C @ U[:, order]

    def semicanonical(self, C):
        """Diagonalize occupied and virtual blocks of each spin Fock matrix."""
        result = []
        for F, nocc in ((self.Fa, NA), (self.Fb, NB)):
            eps, orbitals = [], []
            for part in (C[:, :nocc], C[:, nocc:]):
                e, U = np.linalg.eigh(part.T @ F @ part)
                eps.append(e)
                orbitals.append(part @ U)
            result += [np.hstack(orbitals), np.concatenate(eps)]
        return result

    def second_order(self, Ca, ea, Cb, eb):
        """Return singles, doubles and the smallest doubles denominator."""
        spin = ((Ca, ea, NA, self.Fa), (Cb, eb, NB, self.Fb))
        singles, doubles, smallest = 0.0, 0.0, np.inf
        for C, e, k, F in spin:
            gap = e[None, k:] - e[:k, None]
            singles -= np.sum((C[:, :k].T @ F @ C[:, k:]) ** 2 / gap)
        for s, t in ((0, 0), (1, 1), (0, 1)):
            C1, e1, k1, _ = spin[s]
            C2, e2, k2, _ = spin[t]
            g = np.einsum("pqrs,pi,qa,rj,sb->iajb", self.eri, C1[:, :k1],
                          C1[:, k1:], C2[:, :k2], C2[:, k2:], optimize=True)
            gap1 = e1[None, k1:] - e1[:k1, None]
            gap2 = e2[None, k2:] - e2[:k2, None]
            D = gap1[:, :, None, None] + gap2[None, None, :, :]
            if s == t:
                anti = g - g.transpose(0, 3, 2, 1)
                doubles -= 0.25 * np.sum(anti ** 2 / D)
                i, a, j, b = np.indices(D.shape)
                allowed = D[(i != j) & (a != b)]
            else:
                doubles -= np.sum(g ** 2 / D)
                allowed = D
            smallest = min(smallest, allowed.min())
        return singles, doubles, smallest

    def mo_integrals(self, C):
        g = np.einsum("pqrs,pi,qj,rk,sl->ijkl", self.eri, C, C, C, C,
                      optimize=True)
        return C.T @ self.h @ C, g


def keep_blocks(M, sizes):
    mask = block_diag(*[np.ones((k, k)) for k in sizes])
    return M * mask


def resolvent_energy(atom, C, ga, gb):
    """Second-order energy from its definition in the determinant space.

    ga, gb: one-electron zeroth-order operators for alpha and beta spin.
    Also returns the relative norm of (S^2 - 15/4) on the first-order state.
    """
    n = atom.n
    h1, g2 = atom.mo_integrals(C)
    links = tuple(cistring.gen_linkstr_index_trilidx(range(n), k)
                  for k in NELEC)
    ref = np.zeros((cistring.num_strings(n, NA), cistring.num_strings(n, NB)))
    ref[0, 0] = 1.0
    H = direct_spin1.absorb_h1e(h1, g2, n, NELEC, 0.5)
    b = np.array(direct_spin1.contract_2e(H, ref, n, NELEC))
    assert abs(b[0, 0] - atom.E) < 1e-8
    b[0, 0] = 0.0
    E0 = np.trace(ga[:NA, :NA]) + np.trace(gb[:NB, :NB])

    def apply(x):
        y = direct_uhf.contract_1e((ga, gb), x, n, NELEC, links)
        return np.asarray(y) - E0 * x

    x, r = np.zeros_like(b), -b
    p, rr = r.copy(), np.sum(r * r)
    for _ in range(500):
        Ap = apply(p)
        step = rr / np.sum(p * Ap)
        x += step * p
        r = r - step * Ap
        new = np.sum(r * r)
        if new < 1e-16:
            break
        p, rr = r + (new / rr) * p, new
    assert new < 1e-16
    s2x = np.asarray(spin_op.contract_ss(x, n, NELEC)).reshape(x.shape)
    impurity = np.linalg.norm(s2x - 3.75 * x) / np.linalg.norm(x)
    return np.sum(b * x), impurity


atom = Atom("6-311g")
n = atom.n
print(f"N atom 6-311G: {n} orbitals; ROHF energy {atom.E:.8f} hartree")

# Orbital gradient against finite differences at a non-stationary determinant
K = rng.normal(size=(n, n))
trial = atom.C @ expm(0.1 * (K - K.T))
Fa_t, Fb_t = atom.focks(*atom.densities(trial))


def rotated_energy(p, q, angle):
    C = trial.copy()
    C[:, p] = np.cos(angle) * trial[:, p] + np.sin(angle) * trial[:, q]
    C[:, q] = np.cos(angle) * trial[:, q] - np.sin(angle) * trial[:, p]
    return atom.energy(*atom.densities(C))


zero = np.zeros_like(Fa_t)
for p, q, F in ((1, 2, Fb_t), (2, 5, Fa_t), (1, 5, Fa_t + Fb_t),
                (0, 1, zero), (2, 3, zero), (5, 6, zero)):
    step = 1e-4
    slope = (rotated_energy(p, q, step) - rotated_energy(p, q, -step)) / 2e-4
    assert abs(slope - 2 * trial[:, p] @ F @ trial[:, q]) < 2e-6

# Couplings that vanish, and those that survive, at the ROHF solution
fa, fb = (atom.C.T @ F @ atom.C for F in (atom.Fa, atom.Fb))
vanishing = max(np.abs(fb[:NB, NB:NA]).max(), np.abs(fa[NB:NA, NA:]).max(),
                np.abs((fa + fb)[:NB, NA:]).max())
left_cv, left_ov = np.abs(fa[:NB, NA:]).max(), np.abs(fb[NB:NA, NA:]).max()
assert vanishing < 1e-6 and left_cv > 1e-3 and left_ov > 1e-3
print(f"largest coupling required to vanish: {vanishing:.1e} hartree")
print(f"largest surviving |Fa_cv|: {left_cv:.5f} hartree")

# One determinant, many sets of orbital energies
naive, diagonal_only, semi_all, orbitals, energies = {}, {}, {}, {}, {}
for name, coef in SETS.items():
    eps, C = atom.canonicalize(coef)
    orbitals[name], energies[name] = C, eps
    rebuilt = atom.energy(*atom.densities(C))
    assert abs(rebuilt - atom.E) < 1e-9
    s, d, gap = atom.second_order(C, eps, C, eps)
    assert gap > 0
    naive[name] = (s, d)
    ea, eb = (np.diag(C.T @ F @ C) for F in (atom.Fa, atom.Fb))
    diagonal_only[name] = sum(atom.second_order(C, ea, C, eb)[:2])
    semi_all[name] = sum(atom.second_order(*atom.semicanonical(C))[:2])
    print(f"[{name}] (A,B) closed {coef[0]}, open {coef[1]}, virt {coef[2]}")
    print(f"  eps 1s {eps[0]:.5f}, 2s {eps[1]:.5f}, 2p {eps[2]:.5f}, "
          f"lowest virtual {eps[NA]:.5f} hartree")
    print(f"  rebuilt ROHF energy {rebuilt:.8f} hartree; "
          f"smallest denominator {gap:.5f} hartree")
    print(f"  naive doubles {d:.6f}, singles {s:.6f}, sum {s + d:.6f} hartree")
    print(f"  diagonal Fa, Fb only: {diagonal_only[name]:.7f} hartree")

four = [k for k in SETS if k != "doubled mean"]
spread = np.ptp([naive[k][1] for k in four])
diag_spread = np.ptp([diagonal_only[k] for k in four])
semi_spread = np.ptp(list(semi_all.values()))
assert spread > 1e-3
assert diag_spread > 1e-6
assert semi_spread < 1e-9
assert abs(naive["doubled mean"][1] / naive["mean"][1] - 0.5) < 1e-6
print(f"spread of naive doubles, first four sets: {spread:.6f} hartree "
      f"= {spread * EV:.4f} eV")
print(f"spread of diagonal-only variant: {diag_spread:.2e} hartree")
print(f"spread of semicanonical energy, all sets: {semi_spread:.1e} hartree")

# Frozen-orbital removal and attachment energies
C, eps = orbitals["frozen-ion"], energies["frozen-ion"]
pair = [np.outer(C[:, k], C[:, k]) for k in range(n)]
remove_2s = atom.energy(atom.Pa, atom.Pb - pair[1]) - atom.E
remove_2p = atom.energy(atom.Pa - pair[2], atom.Pb) - atom.E
attach = atom.energy(atom.Pa + pair[NA], atom.Pb) - atom.E
assert abs(remove_2s + eps[1]) < 1e-7
assert abs(remove_2p + eps[2]) < 1e-7
assert abs(attach - eps[NA]) < 1e-7
print(f"frozen removal: beta 2s {remove_2s:.5f}, alpha 2p {remove_2p:.5f} "
      f"hartree; alpha attachment {attach:.5f} hartree")

# Semicanonical theory
Ca, ea, Cb, eb = atom.semicanonical(atom.C)
s, d, gap = atom.second_order(Ca, ea, Cb, eb)
semi = s + d
print(f"semicanonical alpha: 2s {ea[1]:.5f}, 2p {ea[2]:.5f}, "
      f"lowest virtual {ea[NA]:.5f} hartree")
print(f"semicanonical beta: 2s {eb[1]:.5f}, lowest virtual (2p-like) "
      f"{eb[NB]:.5f} hartree")
overlap = atom.C[:, NB:NA].T @ np.linalg.inv(atom.C @ atom.C.T)
open_weight = np.sum((overlap @ Cb[:, NB]) ** 2)
assert open_weight < 1 - 1e-6
print(f"beta O-V mixing: |Fb_ov| up to {left_ov:.5f} hartree; open-space "
      f"weight of lowest beta virtual {open_weight:.6f}")
print(f"semicanonical singles {s:.6f}, doubles {d:.6f} hartree; "
      f"smallest denominator {gap:.5f} hartree")
print(f"semicanonical E2 {semi:.6f} hartree = {semi * EV:.4f} eV")

# The definition, evaluated with randomly rotated orbitals in each space
turns = []
for size in (NB, NA - NB, n - NA):
    K = rng.normal(size=(size, size))
    turns.append(expm(K - K.T))
Crot = atom.C @ block_diag(*turns)
fa, fb = (Crot.T @ F @ Crot for F in (atom.Fa, atom.Fb))
E2_semi, impure_semi = resolvent_energy(
    atom, Crot, keep_blocks(fa, (NA, n - NA)), keep_blocks(fb, (NB, n - NB)))
R = keep_blocks(0.5 * (fa + fb), (NB, NA - NB, n - NA))
E2_mean, impure_mean = resolvent_energy(atom, Crot, R, R)
assert abs(E2_semi - semi) < 1e-7
assert abs(E2_mean - sum(naive["mean"])) < 1e-7
assert impure_mean < 1e-5 and impure_semi > 1e-4
print(f"resolvent, rotated orbitals: semicanonical H0 {E2_semi:.6f}, "
      f"mean-Fock H0 {E2_mean:.6f} hartree")
print(f"relative norm of (S^2-15/4) on first-order state: semicanonical "
      f"{impure_semi:.5f}, mean-Fock {impure_mean:.1e}")

# Full CI does not see the canonicalization
full = []
for name in ("mean", "Roothaan-type"):
    h1, g2 = atom.mo_integrals(orbitals[name])
    e, _ = direct_spin1.kernel(h1, g2, n, NELEC, conv_tol=1e-10)
    full.append(e - atom.E)
assert abs(full[0] - full[1]) < 1e-7
print(f"full CI correlation energy in 6-311G: {full[0]:.6f} hartree "
      f"= {full[0] * EV:.4f} eV")
print(f"full CI difference between two orbital sets: "
      f"{abs(full[0] - full[1]):.1e} hartree")

# The same comparison in a larger basis
large = Atom("cc-pvtz")
print(f"N atom cc-pVTZ: {large.n} orbitals; ROHF energy {large.E:.8f} hartree")
values, semis = [], []
for name in four:
    eps, C = large.canonicalize(SETS[name])
    assert abs(large.energy(*large.densities(C)) - large.E) < 1e-9
    s, d, gap = large.second_order(C, eps, C, eps)
    assert gap > 0
    values.append(d)
    semis.append(sum(large.second_order(*large.semicanonical(C))[:2]))
    print(f"  cc-pVTZ [{name}] naive doubles {d:.6f} hartree")
assert np.ptp(values) > 1e-3 and np.ptp(semis) < 1e-9
print(f"  cc-pVTZ spread of naive doubles {np.ptp(values):.6f} hartree "
      f"= {np.ptp(values) * EV:.4f} eV")
print(f"  cc-pVTZ semicanonical E2 {semis[0]:.6f} hartree "
      f"= {semis[0] * EV:.4f} eV")
print("all assertions hold")
```

Running it gives:

```
N atom 6-311G: 13 orbitals; ROHF energy -54.39473669 hartree
largest coupling required to vanish: 5.8e-10 hartree
largest surviving |Fa_cv|: 0.04221 hartree
[mean] (A,B) closed (0.5, 0.5), open (0.5, 0.5), virt (0.5, 0.5)
  eps 1s -15.62487, 2s -0.94308, 2p -0.17772, lowest virtual 0.79014 hartree
  rebuilt ROHF energy -54.39473669 hartree; smallest denominator 1.73322 hartree
  naive doubles -0.052194, singles -0.002077, sum -0.054271 hartree
  diagonal Fa, Fb only: -0.0501921 hartree
[frozen-ion] (A,B) closed (0.0, 1.0), open (1.0, 0.0), virt (1.0, 0.0)
  eps 1s -15.58178, 2s -0.73691, 2p -0.56615, lowest virtual 0.72467 hartree
  rebuilt ROHF energy -54.39473669 hartree; smallest denominator 1.46158 hartree
  naive doubles -0.051826, singles -0.002424, sum -0.054249 hartree
  diagonal Fa, Fb only: -0.0504383 hartree
[Roothaan-type] (A,B) closed (-0.5, 1.5), open (0.5, 0.5), virt (1.5, -0.5)
  eps 1s -15.53897, 2s -0.53045, 2p -0.17772, lowest virtual 0.65832 hartree
  rebuilt ROHF energy -54.39473669 hartree; smallest denominator 1.18877 hartree
  naive doubles -0.062269, singles -0.002914, sum -0.065183 hartree
  diagonal Fa, Fb only: -0.0506757 hartree
[mixed] (A,B) closed (0.5, 0.5), open (1.0, 0.0), virt (0.0, 1.0)
  eps 1s -15.62487, 2s -0.94308, 2p -0.56615, lowest virtual 0.85474 hartree
  rebuilt ROHF energy -54.39473669 hartree; smallest denominator 1.79782 hartree
  naive doubles -0.046853, singles -0.002016, sum -0.048869 hartree
  diagonal Fa, Fb only: -0.0499433 hartree
[doubled mean] (A,B) closed (1.0, 1.0), open (1.0, 1.0), virt (1.0, 1.0)
  eps 1s -31.24973, 2s -1.88616, 2p -0.35543, lowest virtual 1.58029 hartree
  rebuilt ROHF energy -54.39473669 hartree; smallest denominator 3.46645 hartree
  naive doubles -0.026097, singles -0.001038, sum -0.027136 hartree
  diagonal Fa, Fb only: -0.0501921 hartree
spread of naive doubles, first four sets: 0.015416 hartree = 0.4195 eV
spread of diagonal-only variant: 7.32e-04 hartree
spread of semicanonical energy, all sets: 5.6e-12 hartree
frozen removal: beta 2s 0.73691, alpha 2p 0.56615 hartree; alpha attachment 0.72467 hartree
semicanonical alpha: 2s -1.14896, 2p -0.56615, lowest virtual 0.72467 hartree
semicanonical beta: 2s -0.73691, lowest virtual (2p-like) 0.15430 hartree
beta O-V mixing: |Fb_ov| up to 0.19484 hartree; open-space weight of lowest beta virtual 0.926543
semicanonical singles -0.002091, doubles -0.048016 hartree; smallest denominator 2.18203 hartree
semicanonical E2 -0.050107 hartree = -1.3635 eV
resolvent, rotated orbitals: semicanonical H0 -0.050107, mean-Fock H0 -0.054271 hartree
relative norm of (S^2-15/4) on first-order state: semicanonical 0.30935, mean-Fock 2.3e-10
full CI correlation energy in 6-311G: -0.059845 hartree = -1.6285 eV
full CI difference between two orbital sets: 1.3e-13 hartree
N atom cc-pVTZ: 30 orbitals; ROHF energy -54.39735785 hartree
  cc-pVTZ [mean] naive doubles -0.119908 hartree
  cc-pVTZ [frozen-ion] naive doubles -0.123539 hartree
  cc-pVTZ [Roothaan-type] naive doubles -0.147283 hartree
  cc-pVTZ [mixed] naive doubles -0.108926 hartree
  cc-pVTZ spread of naive doubles 0.038358 hartree = 1.0438 eV
  cc-pVTZ semicanonical E2 -0.109253 hartree = -2.9729 eV
all assertions hold
```
